# Relativistic Corrections to the 2P–1S Decay Rates of Hydrogen-like Ions

**Q.** The nonrelativistic 2P–1S rate is the same for both fine-structure levels. To improve it, why not insert the Dirac transition energy and stop there?

**A.** The wave functions and the photon's phase across the atom change the rate at the same order as the energy does. Let \(a=Z\alpha\) and \(\hbar=c=m=1\), so that rates are in units of \(mc^2/\hbar\). The electron moves about a fixed point nucleus,
\[
H=\boldsymbol\alpha\cdot\mathbf p+\beta-\frac ar .
\]
Bold \(\boldsymbol\alpha\) denotes the Dirac matrices, plain \(\alpha\) the fine-structure constant. The atom has size \(1/a\) and the photon energy \(\omega=k\) is of order \(a^2\), so \(kr\sim a\): squared phases enter at relative order \(a^2\), like the other corrections.

For one-photon emission at lowest order, the golden rule with coupling \(e^2=4\pi\alpha\) and field normalization \(1/\sqrt{2\omega}\) gives
\[
R=\sum\int\frac{d^3k}{(2\pi)^3}\,2\pi\,\delta(k-\omega)\frac{4\pi\alpha}{2\omega}|M|^2
=\frac{\alpha\omega}{2\pi}\sum\int d\Omega\,|M|^2,
\]
with \(M=\langle f|\boldsymbol\alpha\cdot\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}|i\rangle\). The sum runs over polarizations and final spins, with an average over initial spins. I write \(R\) for rates and keep \(\Gamma\) for the gamma function.

**Q.** Expanding the exponential gives a linear term first. Where does it go?

**A.** Parity removes it. The matrix \(\boldsymbol\alpha\) is odd under Dirac parity and connects P to S; \(\boldsymbol\alpha(\mathbf k\cdot\mathbf r)\) is even and does not. With \(\mathbf n_k=\mathbf k/k\), the amplitude vector through second order is
\[
V_i=A_i-\tfrac12k^2n_{k,p}n_{k,q}B_{ipq},\quad
A_i=\langle\alpha_i\rangle,\quad B_{ipq}=\langle\alpha_i r_pr_q\rangle .
\]
The polarization sum is \(\delta_{ij}-n_{k,i}n_{k,j}\). Its angular integral is \(8\pi\delta_{ij}/3\), and
\[
\int d\Omega(\delta_{ij}-n_in_j)n_pn_q
=\frac{4\pi}{15}(4\delta_{ij}\delta_{pq}-\delta_{ip}\delta_{jq}-\delta_{iq}\delta_{jp}).
\]
The cross term between \(A\) and \(B\) is therefore
\[
-\frac{4\pi k^2}{15}\,{\rm Re}\,\mathbf A^*\!\cdot
\langle4r^2\boldsymbol\alpha-2\mathbf r(\boldsymbol\alpha\cdot\mathbf r)\rangle .
\]
Writing it as \((8\pi/3)\,2\,{\rm Re}\,\mathbf A^*\cdot\delta\mathbf A\) identifies \(\delta\mathbf A\). Through relative order \(a^2\),
\[
R=\frac{4\alpha\omega}{3(2j+1)}\sum_{m_i,m_f}|\mathbf A_{\rm eff}|^2,
\]
\[
\mathbf A_{\rm eff}=\left\langle\boldsymbol\alpha\left(1-\frac{k^2r^2}{5}\right)
+\frac{k^2}{10}\mathbf r(\boldsymbol\alpha\cdot\mathbf r)\right\rangle .
\]
A numerical test against the complete exponential confirms the order of the error: halving \(a\) from 0.12 to 0.06 reduces it by factors 16.06 for 2P1/2 and 16.12 for 2P3/2, as an \(a^4\) error should.

**Q.** Fine, but relative signs of upper and lower components can ruin this. Fix them.

**A.** Write \(\mathbf n=\mathbf r/r\), \(\sigma_n=\boldsymbol\sigma\cdot\mathbf n\), and
\[
\psi=\frac1r\binom{iP\,\Omega_\kappa}{Q\,\Omega_{-\kappa}},\qquad
\Omega_{-\kappa}=-\sigma_n\Omega_\kappa .
\]
The quantum number \(\kappa\) is \(-1\) for 1S, \(+1\) for 2P1/2 and \(-2\) for 2P3/2. Since \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_n(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\) and \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa\), the Dirac equation becomes
\[
P'=-\frac{\kappa P}{r}-\left(E+1+\frac ar\right)Q,\quad
Q'=\frac{\kappa Q}{r}+\left(E-1+\frac ar\right)P .
\]

For spin up, \(\chi\), take \(\Omega_{-1}=\chi/\sqrt{4\pi}\) and \(\Omega_1=-\sigma_n\chi/\sqrt{4\pi}\). Removing from \(n_z\chi\) its \(j=1/2\) part, which is proportional to \(\sigma_n\chi\), and normalizing gives
\[
\Omega_{-2}=\frac{(3n_z-\sigma_n)\chi}{\sqrt{8\pi}},\qquad
\Omega_2=-\frac{(3n_z\sigma_n-1)\chi}{\sqrt{8\pi}} .
\]
For either operator \(O=\sigma_z\) or \(O=n_z\sigma_n\), the component structure gives the combination
\[
i\left[Q_fP_i\langle\Omega_1|O|\Omega_{\kappa_i}\rangle
-P_fQ_i\langle\Omega_{-1}|O|\Omega_{-\kappa_i}\rangle\right].
\]
Use \(\sigma_n\sigma_z\sigma_n=2n_z\sigma_n-\sigma_z\) and the directional average \(\overline{n_in_j}=\delta_{ij}/3\). The two angular factors, in the order shown, are

- 2P1/2: \((-1/3,\,1)\) for \(\sigma_z\), and \((1/3,\,1/3)\) for \(n_z\sigma_n\);
- 2P3/2: \((-4/(3\sqrt2),\,0)\) for \(\sigma_z\), and \((-2/(3\sqrt2),\,-2/(3\sqrt2))\) for \(n_z\sigma_n\).

With \(x=kr\), inserting them in \(\mathbf A_{\rm eff}\) yields
\[
|A_z^{1/2}|=\frac13\left|\int dr\left[Q_fP_i\left(1-\frac{3x^2}{10}\right)
+P_fQ_i\left(3-\frac{x^2}{2}\right)\right]\right|,
\]
\[
|A_z^{3/2}|=\frac4{3\sqrt2}\left|\int dr\left[Q_fP_i\left(1-\frac{3x^2}{20}\right)
-P_fQ_i\frac{x^2}{20}\right]\right|.
\]
Here the superscript is \(j\), and both spin projections are \(+1/2\). Rotational symmetry makes the sum over three vector components three times the \(z\) sum. The \(z\) component conserves \(m\), and \(m=\pm1/2\) contribute equally. Hence \(R=8\alpha\omega|A_z|^2/(2j+1)\).

**Q.** Now the radial functions. I expect 2P1/2 to be the unpleasant one.

**A.** Start with 1S. Let \(\gamma=\sqrt{1-a^2}\). Both components are proportional to \(r^\gamma e^{-ar}\), with \(E=\gamma\) and \(Q/P=a/(1+\gamma)\). In the first radial equation, the \(1/r\) terms require \(\gamma=1-a^2/(1+\gamma)\), which holds, and the constant terms require \(a=(1+\gamma)Q/P\). The second equation gives the same conditions. Normalization assigns weights \((1+\gamma)/2\) to \(P\) and \((1-\gamma)/2\) to \(Q\).

For 2P1/2 define
\[
N=\sqrt{2+2\gamma},\quad \gamma=\frac{N^2}{2}-1,\quad
a^2=\frac{N^2(4-N^2)}4 .
\]
With energy \(E=N/2\), the functions are \(r^\gamma e^{-ar/N}\) times
\[
P:\;2a(N+1)+N(N+2)r,\qquad Q:\;-N^2(N+1)+2ar .
\]
Substitution proves this. In the \(P\) equation, with everything moved to the left, the coefficients of successive powers of \(r\) are
\[
\frac{N^2}{2}2a(N+1)-aN^2(N+1)=0,
\]
\[
\frac{N(N+2)}2\left[(N^2+2)-N(N+1)-(2-N)\right]=0,
\]
\[
-a(N+2)+\frac{N+2}{2}2a=0 .
\]
In the \(Q\) equation they are
\[
(N+1)[(1-\gamma)N^2-2a^2]=0,
\]
\[
a[N^2-2+2(N+1)-N(N+2)]=0,
\]
\[
-\frac{2a^2}{N}+\frac{N(4-N^2)}2=0 .
\]
The relations defining \(N\) make each one vanish.

For the norm, the weight \(r^{2\gamma}e^{-2ar/N}\) has moments
\[
\langle r\rangle=\frac{N(N^2-1)}{2a},\qquad
\langle r^2\rangle=\frac{N^3}{2a}\langle r\rangle .
\]
The constant, linear and quadratic parts of the squared polynomials then add to
\[
4N^2(N+1)\left[(N+1)+(N^2-1)+\frac{N^2(N-1)}{2-N}\right]
=\frac{8N^3(N+1)}{2-N}.
\]
The squared norm is this number times \(\Gamma(2\gamma+1)/(2a/N)^{2\gamma+1}\).

**Q.** Does the transition integral simplify, or do you now expand everything?

**A.** Without retardation it closes. We need \(T=\int(Q_fP_i+3P_fQ_i)dr\). The product of exponentials has decay constant \(\rho=a(N+1)/N\), and the mean radius under \(r^{2\gamma}e^{-\rho r}\) is \((N^2-1)/\rho=N(N-1)/a\). For 1S, \(Q_f/P_f=2a/N^2\). The polynomial part of \(T\) is therefore
\[
(4-N^2)(N+1)+2(N+2)(N-1)-3N^2(N+1)+6N(N-1)
\]
\[
=-4N^2(N-1).
\]
Squaring and including the upper 1S weight \(N^2/4\) and both normalizations,
\[
T^2=\frac{N^3(N-1)^2(2-N)}{2(N+1)}
\left[\frac{4N}{(N+1)^2}\right]^{N^2-1}.
\]
The gamma functions cancel because both states have exponent \(\gamma\). The photon energy is
\[
\omega=\frac N2-\gamma=\frac{(2-N)(N+1)}2,\qquad
2-N=\frac{4a^2}{N^2(N+2)} .
\]
Thus the unretarded rate \(4\alpha\omega T^2/9\) becomes
\[
R_{1/2}^{(0)}=\frac{16}{9}\alpha a^4\frac{(N-1)^2}{N(N+2)^2}
\left[\frac{4N}{(N+1)^2}\right]^{N^2-1}.
\]
At \(N=2\) it is \((16/9)(1/32)(8/9)^3\alpha a^4\), so the common leading rate is
\[
R_0=\left(\frac23\right)^8\alpha a^4 .
\]

For the next order, differentiate \(\ln R_{1/2}^{(0)}\) with respect to \(N\) at 2:
\[
2-\frac12-\frac12+4\ln\frac89+3\left(\frac12-\frac23\right)
=\frac12+4\ln\frac89 .
\]
Since \(N=2-a^2/4+O(a^4)\), the relative correction is \(a^2[\ln(9/8)-1/8]\).

**Q.** An ugly \(-1/8\). And retardation should reduce the rate further, since phases spoil constructive addition.

**A.** That intuition fails here. Written as a matrix element of \(\boldsymbol\alpha\), the amplitude contains two pieces of opposite sign. The split belongs to this form: the unretarded amplitude also equals \(\omega\langle\mathbf r\rangle\) in magnitude, which has a single leading piece. At leading order, dropping common factors and exponentials,
\[
P_f=r,\quad Q_f=\frac{ar}{2},\quad P_i=r^2,\quad
Q_i=-\frac{3r}{2}+\frac{ar^2}{4}.
\]
Let \(s=3a/2\), and use \(\int_0^\infty r^ne^{-sr}dr=n!/s^{n+1}\). Without retardation,
\[
T=\int e^{-sr}\left(\frac{5a}{4}r^3-\frac92r^2\right)dr
=\frac{5-9}{s^3}.
\]
The retardation terms add
\[
-k^2\int e^{-sr}\left(\frac{11a}{40}r^5-\frac34r^4\right)dr
=-\frac{k^2}{s^5}(22-18).
\]
The positive piece changes from 5 to \(5-22k^2/s^2\), and the negative one from \(-9\) to \(-9+18k^2/s^2\). Each shrinks, but their difference grows in magnitude from 4 to \(4+4k^2/s^2\). With \(k=3a^2/8\), \(k^2/s^2=a^2/16\). The amplitude gains \(a^2/16\) and the rate \(a^2/8\), which cancels the \(-1/8\):
\[
\frac{R_{1/2}}{R_0}=1+a^2\ln\frac98+O(a^4).
\]

**Q.** Then 2P3/2 should have the same logarithm with its own retardation term. I get \(-7/16\) for that term, so my candidate is \(\ln(9/8)-7/16\).

**A.** Your retardation term is right, but the candidate is not. It keeps the 2P1/2 logarithm while dropping the unretarded \(-1/8\), which disappeared there only because that level's own retardation cancelled it. The 2P3/2 state has a different radial exponent, \(\gamma_2=\sqrt{4-a^2}\), so the logarithm must be recalculated, along with the remaining rational terms.

Both components are proportional to \(r^{\gamma_2}e^{-ar/2}\), with \(E=\gamma_2/2\) and \(Q/P=a/(2+\gamma_2)\). The \(1/r\) terms of the first radial equation require \(\gamma_2=2-a^2/(2+\gamma_2)\), and the constant terms \(a/2=(E+1)Q/P\); both hold. The second equation requires \(\gamma_2+2=aP/Q\) and \(-aQ/(2P)=E-1\), which also hold. The upper weight is \((1+\gamma_2/2)/2\).

Without retardation \(P_fQ_i\) drops out, because its angular factor is zero. Let \(D\) be the overlap of the separately normalized shapes \(r^\gamma e^{-ar}\) and \(r^{\gamma_2}e^{-ar/2}\). Then
\[
R_{3/2}^{(0)}=\frac{16}{9}\alpha\omega\,
\frac{1-\gamma}{2}\,\frac{1+\gamma_2/2}{2}\,D^2,
\]
\[
D^2=\frac{2^{2\gamma+1}\,\Gamma(\gamma+\gamma_2+1)^2}
{\Gamma(2\gamma+1)\Gamma(2\gamma_2+1)(3/2)^{2(\gamma+\gamma_2+1)}} .
\]
All powers of \(a\) have cancelled in \(D^2\). At \(a=0\) it equals \(512/2187\), and the leading rate is \((16/9)(3/8)(1/4)(512/2187)\alpha a^4=R_0\), as it should be.

The first factors expand as
\[
\omega=\sqrt{1-\frac{a^2}{4}}-\sqrt{1-a^2}
=\frac{3a^2}{8}\left(1+\frac{5a^2}{16}+\cdots\right),
\]
\[
\frac{1-\gamma}{2}=\frac{a^2}{4}\left(1+\frac{a^2}{4}+\cdots\right),\qquad
\frac{1+\gamma_2/2}{2}=1-\frac{a^2}{16}+\cdots .
\]
The two weights together contribute \(1/4-1/16=3/16\).

For \(D^2\), use \(\delta\gamma=-a^2/2\) and \(\delta\gamma_2=-a^2/4\). With \(\psi=d\ln\Gamma/dz\),
\[
\frac{\delta\ln D^2}{a^2}=-\ln2+\frac32\ln\frac32
-\frac32\psi(4)+\psi(3)+\frac12\psi(5).
\]
The recurrence \(\psi(z+1)=\psi(z)+1/z\) gives \(\psi(4)=\psi(3)+1/3\) and \(\psi(5)=\psi(3)+7/12\). The \(\psi(3)\) terms cancel, leaving
\[
\frac{\delta\ln D^2}{a^2}=\frac12\ln\frac{27}{32}-\frac5{24}.
\]

**Q.** And my \(-7/16\)?

**A.** At leading order \(Q_f=aP_f/2\) and \(Q_i=aP_i/4\). The relative amplitude change is
\[
-k^2\langle r^2\rangle\frac{3a/40+a/80}{a/2}
=-\frac7{40}k^2\langle r^2\rangle .
\]
The weight is \(P_fP_i\propto r^3e^{-sr}\), so \(\langle r^2\rangle=20/s^2\). With \(k^2/s^2=a^2/16\), the amplitude changes by \(-7a^2/32\) and the rate by \(-7a^2/16\). Here no opposing leading piece exists, and retardation does reduce the rate. Adding all contributions,
\[
\frac5{16}+\frac3{16}-\frac5{24}-\frac7{16}+\frac12\ln\frac{27}{32}
=\frac12\ln\frac{27}{32}-\frac7{48},
\]
and therefore
\[
\frac{R_{3/2}}{R_0}=1+a^2\left(\frac12\ln\frac{27}{32}-\frac7{48}\right)+O(a^4).
\]

**Q.** Can numbers separate this from my candidate, without reusing your expansions?

**A.** Yes. Three-dimensional quadrature of the golden-rule amplitude, with the complete exponential and the Dirac states, was extrapolated to small \(a\). It gives coefficients \(0.117783\) for 2P1/2 and \(-0.230783\) for 2P3/2, in agreement with the two formulas. Your candidate is \(-0.319717\), which the test rejects. The four contributions to the 2P3/2 coefficient were also tested separately. The numerical output lists them.

**Q.** If an observation does not resolve the two levels, do the corrections average out?

**A.** Not for equal population of all six magnetic substates. The 2P1/2 level has two and 2P3/2 has four, so the initial average rate has the coefficient
\[
\frac13\left[\ln\frac98+2\left(\frac12\ln\frac{27}{32}-\frac7{48}\right)\right]
=\frac13\ln\frac{243}{256}-\frac7{72}\approx-0.115 .
\]
This is the mean rate at the start. As the two populations decay at different rates, their proportions change.

The ratio of the rates isolates the fine-structure effect:
\[
\frac{R_{3/2}}{R_{1/2}}
=1-a^2\left(\frac7{48}+\frac12\ln\frac32\right)+O(a^4),
\]
with coefficient \(-0.348566\). The leading rate cancels, and the 2P3/2 level decays more slowly at this order.

**Q.** How large is all this in an actual ion?

**A.** For hydrogen, \(a^2=5.3251\times10^{-5}\) and \(R_0=6.2683\times10^8\ {\rm s}^{-1}\). The relative corrections are \(6.27\times10^{-6}\) for 2P1/2 and \(-1.229\times10^{-5}\) for 2P3/2. A real proton also recoils, an effect whose natural scale is the electron-to-proton mass ratio, roughly \(5\times10^{-4}\). In hydrogen these Dirac corrections are therefore one ingredient of a precise rate, not the largest correction to the fixed-nucleus value.

For hydrogen-like calcium, \(Z=20\), we have \(a^2=0.0213005\) and \(R_0=1.00293\times10^{14}\ {\rm s}^{-1}\). The first-order estimates are
\[
0.117783\times0.0213005=0.0025088,
\]
\[
-0.230783\times0.0213005=-0.0049158 .
\]
For 2P3/2 the complete exponential also contains magnetic-quadrupole emission, which enters at relative order \(a^4\) and makes up about \(1.2\times10^{-5}\) of the rate here. With it included, the fully retarded Dirac calculation gives relative corrections \(0.0025164\) and \(-0.0049378\). The rates are
\[
R_{1/2}=1.00545\times10^{14}\ {\rm s}^{-1},\qquad
R_{3/2}=0.99798\times10^{14}\ {\rm s}^{-1},
\]
so 2P3/2 decays about 0.74% more slowly than 2P1/2.

**Q.** Is first order good enough at \(Z=20\)?

**A.** Within this model, yes, if errors of a few parts in \(10^5\) are acceptable. The remainders relative to \(R_0\) are \(7.5\times10^{-6}\) and \(-2.2\times10^{-5}\). Divided by \(a^4\), they are \(0.017\) and \(-0.049\), so the next terms are small here both because \(a^4\) is small and because their multipliers are.

That does not make the rates accurate to the same level for a real ion. Radiative corrections, recoil and nuclear size are absent and must be judged separately. Recoil does not shrink simply as \(m/M\), with \(M\) the nuclear mass: the moving nucleus carries charge \(Z\), so the nonrelativistic rate is multiplied by \(\frac{M}{M+m}\left[1+\frac{(Z-1)m}{M+m}\right]^2\), a change of about \(+5\times10^{-4}\) for calcium-40. As \(a\) approaches 1 the expansion loses its basis: \(\gamma=\sqrt{1-a^2}\) goes to zero with infinite slope in \(a\), and the point-nucleus 1S and 2P1/2 states, which carry this exponent, cease to exist in this form beyond \(a=1\). The 2P3/2 exponent \(\gamma_2\) stays real up to \(a=2\), but both rates need the 1S state.

## Values computed for the example and the checks

```
largest relative Dirac residual, Zalpha=0.6: 1.0e-11
leading factor (2/3)^8: 0.03901844
Coefficients of (Zalpha)^2, dimensionless:
2P1/2 total, quadrature: 0.1177830
2P1/2 total, formula: 0.1177830
2P1/2 without retardation: -0.0072170
2P1/2 retardation: 0.1250000
2P1/2 operator error ratio on halving a: 16.061
2P3/2 total, quadrature: -0.2307829
2P3/2 total, formula: -0.2307829
2P3/2 without retardation: 0.2067171
2P3/2 retardation: -0.4375000
2P3/2 operator error ratio on halving a: 16.118
2P3/2 frequency part: 0.3125000
2P3/2 component-weight part: 0.1875000
2P3/2 squared-overlap part: -0.2932829
rejected 2P3/2 value ln(9/8)-7/16: -0.3197170
rate ratio 2P3/2 to 2P1/2, coefficient: -0.3485659
inverse fine-structure constant: 137.035999
Z=1: Zalpha = 0.00729735, squared = 5.325135e-05
Z=1: leading rate = 6.268315e+08 s^-1
Z=1 2P1/2: Dirac rate = 6.268354e+08 s^-1
Z=1 2P1/2: relative correction = 6.2722e-06
Z=1 2P1/2: first-order estimate = 6.2721e-06
Z=1 2P3/2: Dirac rate = 6.268238e+08 s^-1
Z=1 2P3/2: relative correction = -1.2290e-05
Z=1 2P3/2: first-order estimate = -1.2289e-05
Z=20: Zalpha = 0.14594705, squared = 2.130054e-02
Z=20: leading rate = 1.002930e+14 s^-1
Z=20 2P1/2: Dirac rate = 1.005454e+14 s^-1
Z=20 2P1/2: relative correction = 2.5164e-03
Z=20 2P1/2: first-order estimate = 2.5088e-03
Z=20 2P1/2: remainder = 7.523e-06
Z=20 2P1/2: remainder/(Zalpha)^4 = 0.0166
Z=20 2P3/2: Dirac rate = 9.979781e+13 s^-1
Z=20 2P3/2: relative correction = -4.9378e-03
Z=20 2P3/2: first-order estimate = -4.9158e-03
Z=20 2P3/2: remainder = -2.201e-05
Z=20 2P3/2: remainder/(Zalpha)^4 = -0.0485
```
